# Peak field of a punched-through 4H-SiC diode at breakdown: test program

```python
# Result under test: a punched-through one-sided diode (drift length d, doping N)
# has peak field E0 = V/d + a*d/2, with a = 4*pi*N/eps_r in atomic units.
# The triangular value sqrt(2*a*V) holds only for V <= a*d^2/2.
# The formulas are evaluated in atomic units. The check solves the nonlinear
# Poisson equation with Boltzmann electrons in volts and centimetres.
# Symbols: V total potential drop, u = V minus local potential, x from p+ junction.
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

HARTREE = sc.physical_constants['Hartree energy in eV'][0]
BOHR_CM = sc.physical_constants['Bohr radius'][0] * 100
FIELD_AU = sc.physical_constants['atomic unit of electric field'][0] / 100  # V/cm
Q = sc.e
EPS0 = sc.epsilon_0 / 100            # F/cm
KT300 = sc.k * 300 / sc.e            # V

V, D, N, EPS = 1500.0, 8e-4, 1e16, 9.7      # V, cm, cm^-3, relative
N_SUB, P_SIDE = 5e18, 1e19                  # rough contact dopings, cm^-3


def slope_au(n, eps):
    return 4 * np.pi * n * BOHR_CM**3 / eps


def trapezoid_peak(v, d, n, eps):
    """Peak field in V/cm of the punched-through layer."""
    va, da = v / HARTREE, d / BOHR_CM
    return (va / da + slope_au(n, eps) * da / 2) * FIELD_AU


def triangle_peak(v, n, eps):
    """Peak field in V/cm when depletion ends inside the layer."""
    return np.sqrt(2 * slope_au(n, eps) * v / HARTREE) * FIELD_AU


def poisson(v, d, n, eps, kt=KT300):
    """Newton solution with electrons N_SUB*exp(-u/kt); no depletion edge assumed."""
    cells = int(round(d / 5e-7))
    sub = 400
    x = np.concatenate([np.linspace(0, d, cells + 1),
                        d + np.linspace(0, 80e-7, sub + 1)[1:]])
    h = np.diff(x)
    doping = np.concatenate([np.full(cells, n), np.full(sub, N_SUB)])
    c = Q / (EPS0 * eps)
    box = (h[:-1] + h[1:]) / 2
    donors = (doping[:-1] * h[:-1] + doping[1:] * h[1:]) / 2
    u = np.zeros(len(x))
    u[0] = v
    band = np.zeros((3, len(x) - 2))
    band[0, 1:] = 1 / h[1:-1]
    band[2, :-1] = 1 / h[1:-1]
    for _ in range(1500):
        electrons = N_SUB * np.exp(-u[1:-1] / kt)
        residual = np.diff(np.diff(u) / h) - c * (donors - electrons * box)
        band[1] = -1 / h[:-1] - 1 / h[1:] - c * electrons * box / kt
        step = solve_banded((1, 1), band, -residual)
        u[1:-1] += step
        if np.max(np.abs(step)) < 1e-3:
            break
    else:
        raise AssertionError('Poisson iteration did not converge')
    peak = (u[0] - u[1]) / h[0] + c * n * h[0] / 2
    back = (u[cells - 1] - u[cells]) / h[cells - 1] - c * n * h[cells - 1] / 2
    return x, u, peak, back, u[cells]


# ---- formulas for the example
a = slope_au(N, EPS) * FIELD_AU / BOHR_CM           # V/cm^2
e_trap = trapezoid_peak(V, D, N, EPS)
e_tri = triangle_peak(V, N, EPS)
e_back = e_trap - a * D
v_pt = a * D**2 / 2
w_tri = e_tri / a
clipped = quad(lambda s: e_tri - a * s, 0, D)[0]
missing = V - clipped

# ---- punched-through diode against the Poisson solution
_, _, peak, back, drop_n = poisson(V, D, N, EPS)
assert abs(peak / e_trap - 1) < 1e-3
assert abs(back / e_back - 1) < 2e-3
assert abs(peak / e_tri - 1) > 0.08
# substrate penetration: depletion estimate agrees up to thermal voltages
drop_n_est = EPS0 * EPS * e_back**2 / (2 * Q * N_SUB)
assert abs(drop_n - drop_n_est) < 2 * KT300

# ---- long layer: here the triangle must hold, with its width
xl, ul, peak_long, _, _ = poisson(V, 20e-4, N, EPS)
assert abs(peak_long / e_tri - 1) < 1e-3
edge = xl[np.argmax(N_SUB * np.exp(-ul / KT300) > N / 2)]
assert abs(edge - w_tri) < 0.15e-4
# the difference of the two solved peaks is the square of a difference of roots
gap = (np.sqrt(V / D) - np.sqrt(a * D / 2))**2
assert abs((peak - peak_long) / gap - 1) < 0.02
assert abs(missing / D / (peak - peak_long) - 1) < 0.02

# ---- same diode below punch-through: triangle right, trapezoid wrong
V_LOW = 300.0
_, _, peak_low, _, _ = poisson(V_LOW, D, N, EPS)
tri_low = triangle_peak(V_LOW, N, EPS)
trap_low = trapezoid_peak(V_LOW, D, N, EPS)
assert V_LOW < v_pt < V
assert abs(peak_low / tri_low - 1) < 2e-3
assert abs(peak_low / trap_low - 1) > 0.03

# ---- sizes of neglected effects
drop_p = EPS0 * EPS * e_trap**2 / (2 * Q * P_SIDE)
V_BI = 3.0                                          # rough built-in potential, V
EPS_C = 10.2                                        # rough value along c axis
e_c = trapezoid_peak(V, D, N, EPS_C)
_, _, peak_c, _, _ = poisson(V, D, N, EPS_C)
assert abs(peak_c / e_c - 1) < 1e-3
e_thin = trapezoid_peak(V, 0.95 * D, N, EPS)
e_dope = trapezoid_peak(V, D, 1.1 * N, EPS)
_, _, peak_hot, _, _ = poisson(V, D, N, EPS, KT300 * 450 / 300)
J_AV, V_SAT = 1.0, 1e7                              # A/cm^2, cm/s (rough)
mobile = J_AV / (Q * V_SAT)

# tunnelling exponent through the gap: quadrature against closed form
GAP, MASS = 3.26, 0.3                               # rough gap (eV) and mass
g, f = GAP / HARTREE, e_trap / FIELD_AU
wkb = 2 * quad(lambda s: np.sqrt(2 * MASS * max(g - f * s, 0.0)), 0, g / f)[0]
assert abs(wkb / (4 * np.sqrt(2 * MASS) * g**1.5 / (3 * f)) - 1) < 1e-5

# plane avalanche voltage; rough coefficients A*exp(-B/E) along c axis
A_N, B_N, A_P, B_P = 1.76e8, 3.30e7, 3.41e8, 2.50e7  # 1/cm, V/cm


def avalanche(v, start):
    """Ionization integral minus one for the chosen starting carrier."""
    s = np.linspace(0, D, 8001)
    field = v / D + a * (D / 2 - s)
    al_n, al_p = A_N * np.exp(-B_N / field), A_P * np.exp(-B_P / field)
    grow = cumulative_trapezoid(al_p - al_n, s, initial=0)
    if start == 'electron':
        return trapezoid(al_n * np.exp(grow), s) - 1
    return trapezoid(al_p * np.exp(grow - grow[-1]), s) - 1


v_av = brentq(avalanche, 1000, 1800, args=('electron',))
v_av_h = brentq(avalanche, 1000, 1800, args=('hole',))
assert abs(v_av - v_av_h) < 1.0
assert abs(v_av / V - 1) < 0.10

M = 1e-6
print(f'voltage: {V:.0f} V; drift length: {D*1e4:.1f} um')
print(f'doping: {N:.1e} cm^-3; relative permittivity: {EPS}')
print(f'field slope a: {a*1e-10:.4f} MV/cm per um')
print(f'field fall across drift layer a*d: {a*D*M:.3f} MV/cm')
print(f'punch-through voltage: {v_pt:.1f} V')
print(f'width the triangle would need: {w_tri*1e4:.2f} um')
print(f'mean field V/d: {V/D*M:.3f} MV/cm')
print(f'half fall a*d/2: {a*D/2*M:.3f} MV/cm')
print(f'peak field, trapezoid: {e_trap*M:.3f} MV/cm')
print(f'peak field, trapezoid: {e_trap*1e-8:.4f} V/angstrom')
print(f'peak field, triangle: {e_tri*M:.3f} MV/cm')
print(f'difference of peaks: {(e_trap-e_tri)*M:.3f} MV/cm')
print(f'triangle low by: {(1-e_tri/e_trap)*100:.1f} percent')
print(f'field at n+ boundary: {e_back*M:.3f} MV/cm')
print(f'voltage in clipped triangle: {clipped:.1f} V')
print(f'missing voltage: {missing:.1f} V')
print(f'missing voltage / d: {missing/D*M:.3f} MV/cm')
print(f'Poisson peak, 8 um layer: {peak*M:.4f} MV/cm')
print(f'Poisson n+ boundary field: {back*M:.4f} MV/cm')
print(f'Poisson peak, 20 um layer: {peak_long*M:.4f} MV/cm')
print(f'Poisson depletion edge, 20 um layer: {edge*1e4:.2f} um')
print(f'at {V_LOW:.0f} V, 8 um: Poisson peak {peak_low*M:.3f} MV/cm')
print(f'at {V_LOW:.0f} V: triangle {tri_low*M:.3f} MV/cm')
print(f'at {V_LOW:.0f} V: trapezoid {trap_low*M:.3f} MV/cm')
print(f'n+ doping {N_SUB:.0e}, p+ doping {P_SIDE:.0e} cm^-3 (rough)')
print(f'voltage taken by n+ side: {drop_n:.2f} V')
print(f'voltage taken by p+ side: {drop_p:.2f} V')
print(f'peak shift from both sides: {-(drop_n+drop_p)/D*M:.4f} MV/cm')
print(f'built-in {V_BI:.0f} V (rough) shifts peak: {V_BI/D*M:+.4f} MV/cm')
print(f'peak with permittivity {EPS_C} (rough): {e_c*M:.3f} MV/cm')
print(f'triangle with permittivity {EPS_C}: '
      f'{triangle_peak(V, N, EPS_C)*M:.3f} MV/cm')
print(f'peak, layer 5 percent thinner: {e_thin*M:.3f} MV/cm')
print(f'peak, doping 10 percent higher: {e_dope*M:.3f} MV/cm')
print(f'Poisson peak at 450 K, same voltage: {peak_hot*M:.4f} MV/cm')
print(f'assumed current {J_AV:.0f} A/cm^2, velocity {V_SAT:.0e} cm/s')
print(f'mobile charge / doping: {mobile/N:.1e}')
print(f'rough gap {GAP} eV, tunnelling mass {MASS} electron masses')
print(f'tunnelling exponent at peak field: {wkb:.1f}')
print(f'electron ionization A, B: {A_N:.2e} 1/cm, {B_N*M:.1f} MV/cm (rough)')
print(f'hole ionization A, B: {A_P:.2e} 1/cm, {B_P*M:.1f} MV/cm (rough)')
print(f'plane avalanche voltage, electron start: {v_av:.0f} V')
print(f'plane avalanche voltage, hole start: {v_av_h:.0f} V')
print(f'peak field at that voltage: {trapezoid_peak(v_av, D, N, EPS)*M:.3f} MV/cm')
print('no test failed')
```

Printed output:

```
voltage: 1500 V; drift length: 8.0 um
doping: 1.0e+16 cm^-3; relative permittivity: 9.7
field slope a: 0.1865 MV/cm per um
field fall across drift layer a*d: 1.492 MV/cm
punch-through voltage: 597.0 V
width the triangle would need: 12.68 um
mean field V/d: 1.875 MV/cm
half fall a*d/2: 0.746 MV/cm
peak field, trapezoid: 2.621 MV/cm
peak field, trapezoid: 0.0262 V/angstrom
peak field, triangle: 2.366 MV/cm
difference of peaks: 0.256 MV/cm
triangle low by: 9.7 percent
field at n+ boundary: 1.129 MV/cm
voltage in clipped triangle: 1295.6 V
missing voltage: 204.4 V
missing voltage / d: 0.256 MV/cm
Poisson peak, 8 um layer: 2.6203 MV/cm
Poisson n+ boundary field: 1.1279 MV/cm
Poisson peak, 20 um layer: 2.3655 MV/cm
Poisson depletion edge, 20 um layer: 12.67 um
at 300 V, 8 um: Poisson peak 1.058 MV/cm
at 300 V: triangle 1.058 MV/cm
at 300 V: trapezoid 1.121 MV/cm
n+ doping 5e+18, p+ doping 1e+19 cm^-3 (rough)
voltage taken by n+ side: 0.71 V
voltage taken by p+ side: 1.84 V
peak shift from both sides: -0.0032 MV/cm
built-in 3 V (rough) shifts peak: +0.0037 MV/cm
peak with permittivity 10.2 (rough): 2.585 MV/cm
triangle with permittivity 10.2: 2.307 MV/cm
peak, layer 5 percent thinner: 2.683 MV/cm
peak, doping 10 percent higher: 2.696 MV/cm
Poisson peak at 450 K, same voltage: 2.6203 MV/cm
assumed current 1 A/cm^2, velocity 1e+07 cm/s
mobile charge / doping: 6.2e-05
rough gap 3.26 eV, tunnelling mass 0.3 electron masses
tunnelling exponent at peak field: 84.0
electron ionization A, B: 1.76e+08 1/cm, 33.0 MV/cm (rough)
hole ionization A, B: 3.41e+08 1/cm, 25.0 MV/cm (rough)
plane avalanche voltage, electron start: 1562 V
plane avalanche voltage, hole start: 1562 V
peak field at that voltage: 2.699 MV/cm
no test failed
```
